\section*{Open-Short De-embedding of Transistors with Lumped and Distributed Access Lines}

\section{Definitions and conventions}

A transistor on a wafer is measured through contact pads and metal lines. Let $\mathbf V_e$ and $\mathbf I_e$ be the two voltages and currents at the outer ports (gate side first), and $\mathbf V_i$ and $\mathbf I_i$ those at the transistor. Currents are positive towards the transistor, inner voltages are taken from its source terminal, and the time factor is $e^{j\omega t}$. The wanted quantity is the $2\times2$ matrix $Y$ in $\mathbf I_i=Y\mathbf V_i$. The signal is assumed small enough for everything to be linear.

Pads and lines together form the fixture, described by $2\times2$ blocks:
\begin{equation}
\mathbf V_e=A\mathbf V_i+B\mathbf I_i,\qquad
\mathbf I_e=C\mathbf V_i+D\mathbf I_i .
\label{chain}
\end{equation}
Three structures are measured: the embedded transistor, $Y_M$; an open, with the transistor absent and $\mathbf I_i=0$, $Y_O$; and a short, with gate and drain joined to the source and $\mathbf V_i=0$, $Y_S$. The corresponding impedance matrices are $Z_M=Y_M^{-1}$, and so on. The inverses used below are assumed to exist.

\section{Subtracting the open alone}

The simplest scheme treats the pads as capacitors in parallel with the transistor and takes $Y_M-Y_O$. Consider what this does to a small gallium nitride transistor with transconductance $g_m=35$ mS, $C_{gs}=100$ fF, $C_{gd}=15$ fF, $C_{ds}=25$ fF, input resistance $R_i=5\ \Omega$, output conductance 2.5 mS and delay 1 ps. It sits behind a 200 µm gate line and a 150 µm drain line, both of impedance $Z_c=50\ \Omega$. At 40 GHz
\[
Y_{M,11}-Y_{O,11}=(7.8+98.7j)-8.3j=7.8+90.4j\ \text{mS},
\]
while the true $Y_{11}$ is $3.1+28.5j$ mS. The apparent admittance triples, mainly because the series inductance of the gate line cancels part of the capacitive reactance of the gate. Series parasitics must be removed too, which raises the question of order.

\section{The order for lumped parasitics}

Suppose that the pads form a shunt admittance matrix $Y_p$ at the outer ports and the leads a series impedance matrix $Z_s$ between pads and transistor. A common source lead adds the same impedance to all four elements of $Z_s$. Going outwards from the transistor, impedances add first and admittances second:
\begin{equation}
Y_M=Y_p+(Z_s+Y^{-1})^{-1}.
\end{equation}
Without the transistor no current enters the leads, so $Y_O=Y_p$. With the short, $Y^{-1}$ is replaced by zero, so $Y_S=Y_p+Z_s^{-1}$. The outermost layer has to come off first:
\begin{align}
(Y_M-Y_O)^{-1}&=Z_s+Y^{-1},\qquad (Y_S-Y_O)^{-1}=Z_s,\\
Y_{OS}&\equiv\left[(Y_M-Y_O)^{-1}-(Y_S-Y_O)^{-1}\right]^{-1}=Y .
\label{os}
\end{align}
If the nesting is reversed, with series elements outside, then $Z_M=Z_s+(Y_p+Y)^{-1}$, $Z_S=Z_s$ and $Z_O=Z_s+Y_p^{-1}$. The short must now be subtracted first:
\begin{equation}
Y_{SO}\equiv(Z_M-Z_S)^{-1}-(Z_O-Z_S)^{-1}=(Y_p+Y)-Y_p=Y .
\label{so}
\end{equation}
The order follows from the layout. A real line, however, has inductance and capacitance interleaved along its length, and neither nesting describes it. We need to know what the two recipes return for a general fixture.

\section{What the two orders return in general}

Let the fixture be reciprocal. For any two excitations, labelled 1 and 2,
\[
\mathbf V_{e1}^T\mathbf I_{e2}-\mathbf V_{e2}^T\mathbf I_{e1}
=\mathbf V_{i1}^T\mathbf I_{i2}-\mathbf V_{i2}^T\mathbf I_{i1}.
\]
Inserting (\ref{chain}) and comparing the coefficients of the independent inner quantities gives
\begin{equation}
A^TC=C^TA,\qquad B^TD=D^TB,\qquad A^TD-C^TB=1 .
\label{rec}
\end{equation}
With $\mathbf I_i=Y\mathbf V_i$, equation (\ref{chain}) yields
\[
Y_M=(C+DY)(A+BY)^{-1},\quad Y_O=CA^{-1},\quad Y_S=DB^{-1}.
\]
The first relation in (\ref{rec}) lets us write $Y_O=A^{-T}C^T$, where $A^{-T}=(A^T)^{-1}$. Hence
\begin{align}
Y_M-Y_O&=A^{-T}\left[A^TC+A^TDY-C^TA-C^TBY\right](A+BY)^{-1}\nonumber\\
&=A^{-T}Y(A+BY)^{-1},\label{mo}\\
Y_S-Y_O&=A^{-T}\left[A^TD-C^TB\right]B^{-1}=A^{-T}B^{-1}.
\end{align}
The inverses are $(A+BY)Y^{-1}A^T=AY^{-1}A^T+BA^T$ and $BA^T$. The second cancels the last term of the first, leaving $AY^{-1}A^T$. Therefore
\begin{equation}
Y_{OS}=A^{-T}\,Y\,A^{-1}.
\label{lawos}
\end{equation}

For the other order, $Z_S=BD^{-1}=D^{-T}B^T$ by the second relation in (\ref{rec}), and the transpose of the third is $D^TA-B^TC=1$. Thus
\begin{align}
Z_M-Z_S&=D^{-T}\left[D^TA+D^TBY-B^TC-B^TDY\right](C+DY)^{-1}\nonumber\\
&=D^{-T}(C+DY)^{-1},\\
Z_O-Z_S&=D^{-T}\left[D^TA-B^TC\right]C^{-1}=D^{-T}C^{-1}.
\end{align}
The inverses are $CD^T+DYD^T$ and $CD^T$, so
\begin{equation}
Y_{SO}=D\,Y\,D^T .
\label{lawso}
\end{equation}

The factors have a direct meaning. By (\ref{chain}), $A^{-1}$ gives the inner voltages per outer voltage when the transistor is absent, and $D^{-1}$ the inner currents per outer current when the inner terminals are shorted. Open-short fails when the empty fixture changes the voltage on its way in; short-open fails when the shorted fixture changes the current. Both laws were tested on a fixture of random complex admittances joining every pair of six nodes, with the transfers taken from its node equations. They held to about $10^{-14}$ relative to the largest matrix element.

When is open-short right for every transistor? Put $P=A^{-1}$ and demand $P^TYP=Y$ for all $Y$. The choice $Y=1$ gives $P^TP=1$, so the demand becomes $YP=PY$ for all $Y$. Then $P$ is a multiple of the unit matrix, and its square is one: $A=\pm1$. For $A=1$, (\ref{rec}) makes $C$ symmetric and gives $D=1+CB$, so that
\[
\mathbf V_e=\mathbf V_i+B\mathbf I_i,\qquad
\mathbf I_e=C\mathbf V_i+(1+CB)\mathbf I_i=C\mathbf V_e+\mathbf I_i .
\]
This is shunt $C$ outside and series $B$ inside. The other sign adds a polarity reversal of both inner ports.

The laws also give the cost of the wrong order. For outer shunts, $D=1+Y_pZ_s$. Take pad capacitances of 30 and 25 fF, 2 fF between the pads, lead inductances of 50 and 45 pH, a 5 pH source lead, and 0.5 $\Omega$ in each lead. At 40 GHz the gate element, without resistance, is
\[
D_{11}\simeq1-\omega^2\left[(32\,\text{fF})(55\,\text{pH})-(2\,\text{fF})(5\,\text{pH})\right]\simeq0.89 .
\]
Its square predicts an error near $-21\%$ in $Y_{11}$; the full matrices give $-20.3\%$ in $|Y_{11}|$. With the same elements nested the other way, open-short is the wrong order and gives $+25.5\%$.

\section{Distributed access lines}

Now let each port have its own uniform line of length $\ell$ and propagation constant $\gamma$, with no coupling between the lines and an ideal common ground. For one arm
\[
A=D=\cosh\gamma\ell,\qquad B=Z_c\sinh\gamma\ell,\qquad C=Z_c^{-1}\sinh\gamma\ell .
\]
Without loss $\gamma\ell=j\theta$, with $\theta=\omega\tau$ and $\tau$ the line delay. Since $\cosh j\theta=\cos\theta$, the two laws become
\begin{equation}
Y_{OS,ij}=\frac{Y_{ij}}{\cos\theta_i\cos\theta_j},\qquad
Y_{SO,ij}=Y_{ij}\cos\theta_i\cos\theta_j .
\label{line}
\end{equation}
Below a quarter wave open-short overestimates every nonzero element in magnitude and short-open underestimates it. Reversing the order does not cure the error; it changes its direction. The physical cause is a standing wave in each standard. On the empty line the voltage is larger at the open end than at the pad, which affects open-short; on the shorted line the current is larger at the short than at the pad, which affects short-open.

The standards contain a measure of the error. One arm has $Y_O=C/A=Z_c^{-1}\tanh\gamma\ell$ and $Y_S=D/B=Z_c^{-1}\coth\gamma\ell$. Without loss,
\begin{equation}
\frac{Y_{OS,11}}{Y_{11}}-1=\frac1{\cos^2\theta_1}-1=\tan^2\theta_1=-\frac{Y_{O,11}}{Y_{S,11}} .
\label{err}
\end{equation}
For short lines this is $\theta_1^2=\omega^2L_{\rm tot}C_{\rm tot}$, in terms of the total inductance and capacitance of the line. It grows as the square of both frequency and length. A relative error $e$ is reached at $f=\arctan(\sqrt e)/(2\pi\tau)$. At $\theta_1=\pi/2$ the open resonates, $A_{11}=0$, and the procedure breaks down.

For the example the effective permittivity is taken as the mean of air and silicon carbide, $(1+10)/2=5.5$. The gate line then has $\tau=1.565$ ps, and the errors relative to the true magnitudes are:

\begin{center}
\begin{tabular}{rrrrr}
$f$ (GHz) & $\theta_1$ & $Y_{OS,11}$ & $Y_{OS,21}$ & $Y_{SO,11}$\\
5 & $2.8^\circ$ & $+0.24\%$ & $+0.19\%$ & $-0.24\%$\\
10 & $5.6^\circ$ & $+0.97\%$ & $+0.76\%$ & $-0.96\%$\\
20 & $11.3^\circ$ & $+4.0\%$ & $+3.1\%$ & $-3.8\%$\\
40 & $22.5^\circ$ & $+17\%$ & $+13\%$ & $-15\%$\\
80 & $45.1^\circ$ & $+100\%$ & $+70\%$ & $-50\%$
\end{tabular}
\end{center}

These values come from ladders of 100 inductor-capacitor sections per line, solved by node equations, so (\ref{line}) did not enter them. Doubling the sections from 25 to 50 cut the difference from (\ref{line}) by a factor 4.0, as expected for a discretization error of second order. The error in $Y_{11}$ passes 1\% at 10.1 GHz, 5\% at 22.4 GHz and 10\% at 31.2 GHz.

\section{Which figures of merit are affected}

Without loss the cosines are real, and the error acts like an ideal transformer at each port. Mason's unilateral gain,
\[
U=\frac{|Y_{21}-Y_{12}|^2}{4(\mathrm{Re}Y_{11}\,\mathrm{Re}Y_{22}-\mathrm{Re}Y_{12}\,\mathrm{Re}Y_{21})},
\]
has the factor $1/(\cos\theta_1\cos\theta_2)^2$ in both numerator and denominator, so it is unchanged: 38.8 at 40 GHz before and after. A correct $U$ is therefore no evidence that the extracted capacitances are correct.

The current gain $h_{21}=Y_{21}/Y_{11}$ is multiplied by $\cos\theta_1/\cos\theta_2$, which is unity for equal lines. Here it is $0.9237/0.9568=0.965$ at 40 GHz. The frequency $f_T$ at which $|h_{21}|=1$ falls from 52.0 to 48.9 GHz, or by 6.0\%. This shift exceeds the 3.5\% loss of gain at 40 GHz for two reasons. At 48.9 GHz the cosine ratio is already 0.948, so the true gain there is $1/0.948=1.055$. It then takes a 6.3\% rise in frequency to lose this 5.5\%, because the true gain falls more slowly than $1/f$ in this interval. These figures are for the crossing itself. An $f_T$ extrapolated from lower frequencies as $f|h_{21}|$ is much less affected: at 10 GHz the cosine ratio is 0.998, a shift of only 0.2\%.

\section{A correction from the same standards}

For a uniform line $Y_O/Y_S=\tanh^2\gamma\ell$, and $1-\tanh^2\gamma\ell=1/\cosh^2\gamma\ell$. The open and short thus supply the missing factors:
\begin{equation}
s_i=\sqrt{1-\frac{Y_{O,ii}}{Y_{S,ii}}}=\frac1{\cosh\gamma_i\ell_i},\qquad
Y_{ij}=\frac{Y_{OS,ij}}{s_is_j}.
\label{fix}
\end{equation}
The root is the one that tends to $+1$ at low frequency; beyond a quarter wave its sign has to be followed by continuity through the resonance, where some loss keeps the root finite. The frequency step must resolve this narrow resonance: for the lines of the example with 3 $\Omega$/mm, steps of 1 GHz follow the sign, while steps of 5 GHz can miss it. Loss is included, since $\gamma$ may be complex.

At 40 GHz the gate standards are $Y_O=8.296j$ mS and $Y_S=-48.21j$ mS. Then $s_1^2=1+8.296/48.21=1.172$, and
\[
Y_{11}=\frac{3.644+33.418j}{1.172}=3.11+28.51j\ \text{mS},
\]
which is the true value. The circuit elements extracted at this frequency are:

\begin{center}
\begin{tabular}{lrrrr}
 & $g_m$ (mS) & $C_{gs}$ (fF) & $C_{gd}$ (fF) & $R_i$ ($\Omega$)\\
open-short & 39.6 & 117.8 & 17.0 & 4.2\\
short-open & 30.9 & 84.9 & 13.3 & 5.9\\
corrected & 35.0 & 100.0 & 15.0 & 5.0
\end{tabular}
\end{center}

The geometric mean of the two uncorrected transconductances, $\sqrt{39.6\times30.9}=35.0$ mS, is also right to the digits shown. The factors in (\ref{line}) are reciprocal, so such a mean is exact for each matrix element, though only nearly so for $g_m$, which combines several of them. The mean rests on the same assumption, $A=D$.

\section{What open and short cannot tell}

That assumption is not contained in the data. For a single arm $C=Y_OA$ and $B=D/Y_S$, so reciprocity, $AD-BC=1$, becomes
\begin{equation}
AD\left(1-Y_O/Y_S\right)=1 .
\end{equation}
The standards fix the product $AD$ but not $A$, which is what open-short needs. An ideal transformer at the inner end would change $A$ and leave both standards as they were, since an open stays open and a short stays short.

A concrete rival to the line is a lumped arm with shunt $Y_O$ outside and series impedance $1/(Y_S-Y_O)$ inside. At the chosen frequency it has the same open and short as the line, but $A=1$, so plain open-short is correct for it. Applying (\ref{fix}) to it at 40 GHz gives an error of $-14.7\%$ in $|Y_{11}|$. The choice between the schemes must come from the layout, or from another standard.

A direct through connection does not suffice in general, because equal ideal transformers at its two inner ends cancel. A known load $Y_L$ at the inner end does: (\ref{lawos}) gives $Y_{OS}=Y_L/A^2$ for that arm, hence $A$ up to a sign.

\section{Comparison with real structures}

The transistor values are rough ones for a gallium nitride device with about 0.1 mm of gate width and a short gate; the 50 $\Omega$ lines on silicon carbide are ordinary in kind. Separate contact resistances of source and drain are omitted. In a real device they lie inside the reference plane and remain part of $Y$. Real pads are wider than the lines they feed, which adds a shunt capacitance $C_p$ at the outer port. On the gate side this leaves $A=\cos\theta_1$ but makes $D=\cos\theta_1-\omega C_pZ_c\sin\theta_1$. Equation (\ref{fix}) then returns $Y_{11}D/A$, with the relative error $-\omega C_pZ_c\tan\theta_1$. For 30 fF at 40 GHz this is $-16\%$, about as large as the $+17\%$ of plain open-short. The pad admittance, found from a separate pad structure, should therefore be subtracted from $Y_M$, $Y_O$ and $Y_S$ before (\ref{fix}) is used. The standards are imperfect too. If an arm were really the lumped one above, the correction would err by the 15\% just found.

The imperfect short can be treated in the same way. A residual impedance $Z_r$ acts as a transistor with $Y^{-1}=Z_r$, so by (\ref{mo}) the measured $(Y_S-Y_O)^{-1}$ becomes $AZ_rA^T+BA^T$. Open-short then returns
\[
A^{-T}(Y^{-1}-Z_r)^{-1}A^{-1},
\]
a transistor from which $Z_r$ has been subtracted once too often. The imperfect short also enters the factors $s_i$ in (\ref{fix}). With 5 pH at each end, the corrected result at 40 GHz is low by 4.7\% in $\mathrm{Im}Y_{11}$ and 5.5\% in $|Y_{21}|$; the extra subtraction alone accounts for 3.7\% and 4.7\%, and the changed factors for the rest. The other disturbances, taken one at a time, are:
\begin{itemize}
\item Contacting the transistor structure 10 µm further out on the gate side raises these two quantities by 4.3\% and 2.9\%.
\item A common source lead of 5 pH changes them by less than 1\%, as does 1 fF of fringe capacitance at each end of the open.
\item A coupling of 1 fF between the inner line ends, present in all three structures, changes $|Y_{12}|$ by 5.5\%. It gives $A$ off-diagonal elements, which mix $Y_{11}$ and $Y_{22}$ into the small $Y_{12}$: 4.0 points come from $Y_{11}$, 1.0 from $Y_{22}$, and the remaining 0.5 from the changed diagonal factors.
\end{itemize}
Even with the pads removed, each of these residuals alone can thus leave an error of up to about 5.5\% in the quantities listed at 40 GHz, and several together can add up to more. Real parts can move somewhat further: the shifted contact raises $\mathrm{Re}Y_{11}$ by 5.9\%, the coupling lowers $\mathrm{Re}Y_{22}$ by 6.4\%, and the imperfect short raises the extracted $R_i$ by 7.0\%.

Line resistance of 3 $\Omega$/mm leaves the uncorrected $|Y_{11}|$ unchanged to the digits computed, yet lowers the uncorrected $U$ by 10.5\%. The factors $1/(\cosh\gamma_i\ell_i\cosh\gamma_j\ell_j)$ acquire small phases, 0.003 to 0.005 rad, which turn part of each susceptance into conductance, and the denominator of $U$ is built from conductances. The added real parts of $Y_{11}$ and $Y_{22}$ raise it by 5.7\%. The new real part of $Y_{12}$ is tiny, but it multiplies the large $\mathrm{Re}Y_{21}$ and adds another 6.0\%. Equation (\ref{fix}) removes this error as well.

Other effects change the transistor rather than the fixture. At 20 V and 10 mA, with an assumed 100 K/W, the channel heats by 20 K; if $g_m\propto T^{-1.5}$, it drops by 9\% from its value at 300 K. The extracted $Y$ belongs to the hot device. A drive of $-20$ dBm gives a peak of about 63 mV at an open gate. If $g_m$ varies with gate voltage $v$ as $1-v^2/(2V_0^2)$, the current contains $-g_mv^3/(6V_0^2)$. For a sine of amplitude $\hat v$ the fundamental of $v^3$ is $\tfrac34\hat v^3$, so the apparent $g_m$ changes by the fraction $\hat v^2/(8V_0^2)$, about 0.05\% for a curvature scale $V_0=1$ V. Finally, a 100 µm substrate with a metal back has its first transverse-electric slab mode at 250 GHz. The lowest transverse-magnetic mode has no cutoff, so this figure alone does not exclude coupling through the substrate. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
device: gm 35.0 mS, Cgs 100 fF, Cgd 15 fF, Cds 25 fF
device: Ri 5.0 ohm, gds 2.5 mS, delay 1.0 ps
lines: gate 200 um, drain 150 um, Zc 50 ohm, eps_eff 5.50
gate line: total C 31.29 fF, total L 78.23 pH, delay 1.565 ps
lumped pads C1,C2,C12: 30 25 2 fF
lumped leads L1,L2,Lsource: 50 45 5 pH; R each 0.5 ohm
wrong order at 40 GHz, outer shunt: |Y11| error -20.31 %, |Y21| error -18.80 %
wrong order at 40 GHz, inner shunt: |Y11| error 25.50 %, |Y21| error 23.15 %
random fixture: law mismatch open-short 9.5e-15, short-open 5.9e-15 (relative)
f GHz | gate angle deg | open-short Y11 % | Y21 % | short-open Y11 %
    5 |   2.816 |    0.242 |    0.189 |   -0.241
   10 |   5.632 |    0.973 |    0.759 |   -0.963
   20 |  11.265 |    3.967 |    3.083 |   -3.816
   40 |  22.530 |   17.207 |   13.147 |  -14.681
   80 |  45.059 |  100.415 |   70.351 |  -50.103
ladder error ratio, 25 to 50 sections: 4.001
40 GHz line cosines: gate 0.92368, drain 0.95683
40 GHz gate standards: Im YO 8.2964 mS, Im YS -48.2137 mS, -YO/YS 0.17207
40 GHz true: Y11 3.109+28.512j mS, Y21 32.297-16.533j mS
40 GHz measured: Y11 7.797+98.732j mS, Y21 106.050-68.111j mS
40 GHz open-short: Y11 3.644+33.418j mS, Y21 36.543-18.706j mS
40 GHz extraction: gm mS, Cgs fF, Cgd fF, Ri ohm
  true: 35.000 100.000 15.000 5.000
  open-short: 39.598 117.807 16.972 4.222
  short-open: 30.936 84.867 13.257 5.924
  line-corrected: 35.000 100.000 15.000 5.000
Mason gain at 40 GHz: true 38.787, open-short 38.787
current-gain ratio at 40 GHz: 0.96536
fT: true 52.009 GHz, open-short 48.911 GHz, change -5.96 %
open-short Y11 error 1 % reached at 10.14 GHz
open-short Y11 error 5 % reached at 22.38 GHz
open-short Y11 error 10 % reached at 31.16 GHz
lumped twin: false line correction changes |Y11| by -14.68 %
line loss 3.0 ohm/mm: raw |Y11| shift -0.000 %, raw Mason-gain error -10.51 %
errors after line correction at 40 GHz: Im Y11 %, |Y21| %, |Y12| %
  open fringe 1 fF per end: -0.36 0.45 0.45
  short inductance 5 pH per end: -4.67 -5.52 -5.52
  common source lead 5 pH: -0.96 -0.84 -0.84
  inner gate-drain coupling 1 fF: 0.80 0.63 5.47
  device probe shifted 10 um: 4.27 2.90 2.90
bias 20 V, 10 mA, thermal resistance 100 K/W: heating 20.0 K
gm change from 300 K if gm varies as T^-1.5: -9.23 %
drive -20 dBm: open-gate peak 63.2 mV; cubic gm error about 0.050 % for 1 V curvature scale
substrate 100 um, eps 10: first TE slab-mode cutoff 249.8 GHz
\end{verbatim}
